Does Barrett's formula contain the quantum-critical T² law?

**Question**

I am fitting the permittivity of a quantum paraelectric with Barrett's formula,

ε(T) = C / [(T₁/2) coth(T₁/2T) − T₀].

Near a ferroelectric quantum critical point I expect 1/ε to grow as T². A log–log plot of 1/ε(T) − 1/ε(0), computed from my fit, has a slope close to 2 around 50 K. Can I say that Barrett's formula contains the T² law, at least when T₀ is tuned to T₁/2 so that ε(0) diverges? If not, how does its inverse permittivity leave the zero-temperature value, and where does T² come from?

**Answer**

No. The slope of 2 in your plot is a crossing point, and tuning T₀ does not change it. I set ħ = k = 1, so that temperatures and frequencies are both energies, and take T₁ > 0 as a constant with T₀ ≤ T₁/2. It is convenient to use θ(T) = C/ε(T), which is the inverse permittivity expressed in kelvin.

**The low-temperature law**

With x = T₁/T,

coth(x/2) = (eˣ + 1)/(eˣ − 1) = 1 + 2/(eˣ − 1).

Multiplying by T₁/2 and subtracting T₀ gives

θ(T) = (T₁/2 − T₀) + T₁/(eˣ − 1).

The first bracket is θ(0). The departure from it, D(T), is therefore

D(T) = θ(T) − θ(0) = T₁/(e^(T₁/T) − 1) = T₁ [e^(−T₁/T) + e^(−2T₁/T) + …],

where the last form is the geometric series in e^(−T₁/T). At low temperature

1/ε(T) − 1/ε(0) ≈ (T₁/C) e^(−T₁/T).

This vanishes faster than any power of T, so there is no T² term, however small. T₀ has cancelled from D. At T₀ = T₁/2 the constant θ(0) is zero, and 1/ε itself is exponentially small.

In the opposite limit, coth z ≈ 1/z + z/3 with z = T₁/2T gives

θ ≈ T − T₀ + T₁²/(12T),

which is the Curie–Weiss law with a quantum correction. There is no T² here either. Letting T₁ go to zero at the critical point would not help: it would leave the classical, linear law T − T₀.

**Why the plot shows a slope of 2**

Since ln D = ln T₁ − ln(eˣ − 1) and d/d ln T = −x d/dx,

d ln D/d ln T = x eˣ/(eˣ − 1) = x/(1 − e⁻ˣ).

Its derivative with respect to x has the sign of 1 − e⁻ˣ − x e⁻ˣ = e⁻ˣ(eˣ − 1 − x), which is positive. The slope thus rises steadily on cooling, from 1 at high T without limit, and equals 2 at one temperature.

Take rough, round values in the regime of strontium titanate: T₁ = 80 K (6.9 meV), T₀ = 36 K and C = 80 000 K. Then θ(0) = 40 − 36 = 4 K and ε(0) = 80 000/4 = 20 000. The slope is 2 at 50 K, and it stays between 1.5 and 2.5 from about 92 K down to 36 K. At 10 K it is already 8.

A least-squares line in T² through Barrett's own θ, at equally spaced temperatures from 30 to 60 K, misses by up to about 0.6 K while θ runs from 10 to 33 K. Its intercept is 2.9 K instead of 4 K, so it would predict ε(0) ≈ 28 000 instead of 20 000. The fit looks tolerable inside its window and fails on extrapolation.

**What the formula assumes**

Let u be the polar displacement in one cell, with mass m, potential energy au²/2 + bu⁴/4, coupling J to the mean displacement of the other cells, and applied force F. In equilibrium the mean force vanishes:

a⟨u⟩ + b⟨u³⟩ = F + J⟨u⟩.

Write u = U + v with U = ⟨u⟩. Then ⟨u³⟩ = U³ + 3U⟨v²⟩ + ⟨v³⟩. For a linear response U³ drops out. To first order in b the averages may be taken in the displaced harmonic oscillator, where ⟨v³⟩ = 0 and ⟨v²⟩ does not depend on U. Hence

1/χ = F/U = a − J + 3b⟨v²⟩.

The harmonic frequency Ω obeys mΩ² = a. The mean potential energy is half the total, so mΩ²⟨v²⟩/2 = (Ω/4) coth(Ω/2T), or ⟨v²⟩ = coth(Ω/2T)/(2mΩ). Using 1/(mΩ) = Ω/a,

1/χ = (3b/a) [(Ω/2) coth(Ω/2T) − a(J − a)/(3b)].

This is Barrett's formula with T₁ = Ω, T₀ = a(J − a)/(3b) and C proportional to a/(3b). The remaining factor converts χ to ε, and the difference between ε and ε − 1 is negligible here.

T₁ is therefore the frequency of one cell vibrating with the others held at their mean. It is not the frequency ω₀ of the uniform soft mode, for which mω₀² = 1/χ. At criticality ω₀ goes to zero while T₁ stays finite. The thermal fluctuations in Barrett's formula see only T₁, so they freeze out exponentially.

Stronger anharmonicity does not repair this within a single-cell mean-field model. By symmetry, each level n of an isolated cell has zero mean displacement at F = 0 and acquires χₙF in a weak field. The local susceptibility is the thermal average of the χₙ, so its first change is (χ₁ − χ₀) e^(−(E₁−E₀)/T). For a = b = m = 1 the first excitation energy is 1.405. The activation energy extracted from the computed susceptibility, at temperatures of 1/12 and 1/15 of that energy, is also 1.405.

**Where T² comes from**

In a coupled crystal the same force balance holds, but ⟨v²⟩ is a sum over modes of wavevector q. I take one isotropic branch in three dimensions,

ω_q² = Δ² + c²q², q < Q, W = cQ,

where Δ = ω₀ is the gap. Each mode contributes (n + 1/2)/(mω_q), with n = 1/(e^(ω_q/T) − 1). Multiplying 3b⟨v²⟩ by a/(3b) = mT₁²/(3b) gives its share of θ as mT₁²⟨v²⟩. For a fixed spectrum the departure becomes

D = T₁² (3/Q³) ∫₀^Q q² dq n(ω_q)/ω_q.

A flat band, ω_q = T₁, returns T₁n(T₁), which is Barrett's result. For Δ = 0 and T ≪ W, put y = cq/T and extend the upper limit to infinity:

D = (3T₁²T²/W³) ∫₀^∞ y dy/(e^y − 1) = π²T₁²T²/(2W³),

because the integral is π²/6. The power law comes from modes of arbitrarily low energy, which the flat band lacks. It does not depend on the spherical cut-off: a gapless simple cubic lattice with nearest-neighbour coupling gives a logarithmic slope of 2.005 between T = 0.02 and 0.04 of the local frequency.

With a gap, T ≪ Δ and ΔT ≪ W² (so that the upper limit can again go to infinity), one may use ω_q ≈ Δ + c²q²/(2Δ), n ≈ e^(−ω_q/T) and 1/ω_q ≈ 1/Δ. With k = cq,

D ≈ (3T₁²/W³)(e^(−Δ/T)/Δ) ∫₀^∞ k² e^(−k²/(2ΔT)) dk
= 3T₁² √(π/2) Δ^(1/2) T^(3/2) e^(−Δ/T)/W³,

since the integral is √(π/2)(ΔT)^(3/2). This departure is also activated, but with the soft-mode gap in place of T₁. The fixed-spectrum T² law needs Δ ≪ T ≪ W.

**The gap also moves**

Because mΔ² = 1/χ, the gap obeys Δ² = Kθ with K constant, and it must be found self-consistently. Raising the gap lowers the zero-point fluctuations. At criticality this changes the average of 1/(2ω_q) by

(3/2W³) ∫₀^W k² [1/√(k² + Δ²) − 1/k] dk ≈ −(3Δ²/4W³) ln(W/Δ)

to leading logarithm, since the integrand tends to −Δ²/(2k) for k ≫ Δ. The thermal term is T² times a function of Δ/T. If Δ²/T² were constant, every term would scale as T² except for this logarithm, so θ follows T² with slow logarithmic corrections.

For numbers, W follows from T₁. For this estimate I read T₁ as the full local frequency at T = 0, including its zero-point stiffening. The coupling has no on-site part, so it averages to zero over q and the mean of ω_q² is T₁². As the mean of c²q² is 3W²/5,

W² = (5/3)(T₁² − Δ²).

At criticality W = 103 K. I keep T₁ = 80 K and hold K = 100 K, the value from the non-critical example below. Each model is tuned to its own critical point, θ(0) = 0. For Barrett's formula this means T₀ = T₁/2 = 40 K. For the band, T₀ must instead equal the zero-point share of θ, which is 3T₁²/(4W) ≈ 46 K. At 10 K, θ is then

- Barrett: 0.027 K
- gapless band with fixed spectrum: 2.87 K
- self-consistent band: 0.65 K

The self-consistent slope is 2.13 at 4 K and 2.06 at 0.004 K, drifting slowly towards 2.

**How far to trust the exponential in a real crystal**

Return to T₀ = 36 K and take a soft-mode gap of 20 K (1.7 meV), again a rough value for strontium titanate. Then K = 20²/4 = 100 K and W = √[(5/3)(6400 − 400)] = 100 K. The band's own T₀ is again adjusted, so that it has the same θ(0) = 4 K. At 10 K Barrett's departure is 80/(e⁸ − 1) = 0.027 K, a fall of 0.67 % in ε from its zero-temperature value. The band gives 0.56 K with the gap fixed and 0.32 K self-consistently, 21 and 12 times as much. These factors depend on the model: a simple cubic band with the same gap and the same mean ω_q² gives 0.36 K and 0.22 K, and reading T₁ as the bare local frequency in the spherical band (the mean of ω_q² is then T₁² plus the band's own zero-point stiffening, which gives W ≈ 126 K) gives 0.28 K and 0.20 K. Within this model band, with T₁ read as the full local frequency, dispersion is the largest neglected effect among those estimated here. The factors should not be carried over to strontium titanate, for two reasons. First, W was inferred from T₁, not from measured dispersion. For a 3.9 Å cell W = 100 K means c ≈ 1.3 km/s, whereas the soft branch is usually quoted as several times steeper. The departure at 10 K falls roughly as c⁻³; with T₁ and the gap held, c = 5 km/s gives only 0.010 K, below Barrett's value. Second, the band does not reproduce the Curie–Weiss regime to which T₁, T₀ and C are fitted: its self-consistent θ is 18, 37 and 92 K at 50, 100 and 300 K, against Barrett's 24, 69 and 266 K. What survives is the form of the law: the soft-mode gap, not T₁, sets the lowest activation energy, so e^(−T₁/T) is a property of the formula, not a reliable prediction for the crystal. Nor does this example have a clean T² range, since 20 K and 100 K are too close together.

The other corrections at 10 K are these:

- Anisotropy splits the soft mode. With fixed gaps of 15 K and 25 K the band departure is 0.83 K and 0.39 K.
- The local stiffness s = a + 3b⟨v²⟩ itself depends on the fluctuations. If T₁ is read as the full local frequency at T = 0, the zero-point part is r = K/(2T₁) = 0.625 of the total, so first order in b is not well controlled. In that reading ⟨v²⟩ ∝ s^(−1/2) at zero temperature, and a thermal rise δs reduces the zero-point part by (r/2)δs. In this self-consistent harmonic estimate Barrett's departure is multiplied by 1/(1 + r/2) = 0.76, with the exponent unchanged. Exact diagonalization of the quartic site with the same a and b gives a factor of 0.63 at 10 K, and an activation energy of 78 K instead of 80 K. If T₁ = 80 K is instead the bare frequency, as in the derivation above, exact diagonalization gives an activation energy of 97 K and a factor of 0.09 at 10 K, so a fitted T₁ is better read as the full frequency.
- A bias field also lowers ε. From E = αP + βP³, 1/ε rises by 3βε₀P², where ε₀ is the vacuum permittivity. With β ≈ 8×10⁹ V m⁵/C³ (rough), this equals Barrett's thermal change at P ≈ 0.13 µC/cm², or E ≈ 7×10⁻⁵ MV/cm. A measurement meant to resolve that change needs a field well below this.

Long-range dipolar splitting of the branches, coupling to strain, and defects are left out of all these estimates.

For your data, Barrett's formula can serve as an interpolation between saturation and the Curie–Weiss regime. To look for quantum criticality, take 1/ε(T) − 1/ε(0) from the measured data, not from the fitted curve, and ask whether its log–log slope stays near 2 over a range of temperatures above the soft-mode gap and well below the top of the band. The numerical output below lists the values at the other temperatures.

Values computed for the example and the checks

```
T1 = 80 K = 6.894 meV; T0 = 36 K; C = 80000 K
theta(0) = 4.00 K; eps(0) = 20000
Barrett: T, eps, departure of theta, T1*exp(-T1/T), log slope
 5 K: eps 20000.0; 9.0028e-06 K; 9.0028e-06 K; slope 16.000
 10 K: eps 19866.7; 2.6846e-02 K; 2.6837e-02 K; slope 8.003
 20 K: eps 14565.1; 1.4926e+00 K; 1.4653e+00 K; slope 4.075
 40 K: eps 4842.2; 1.2521e+01 K; 1.0827e+01 K; slope 2.313
relative fall of eps from 0 to 10 K = 0.667 %
log slope 1.5, 2, 2.5 at T = 91.5, 50.2, 35.8 K
T^2 fit, 30-60 K: theta = 2.870 K + 0.00844 T^2/K
 largest misfit 0.608 K; theta spans 9.97 to 32.64 K
strong anharmonic site: gap 1.40504, fitted activation 1.40504 (model units)
cubic lattice, gapless: log slope = 2.0053
critical case T0 = 40 K; band top W = 103.28 K
theta: Barrett, gapless band, T^2 law, self-consistent band
 2 K: 3.399e-16; 0.1147; 0.1147; 0.0207 K
 5 K: 9.003e-06; 0.7167; 0.7167; 0.1457 K
 10 K: 2.685e-02; 2.8662; 2.8669; 0.6459 K
self-consistent log slope: 2.134 at 4 K, 2.063 at 0.004 K
soft-mode gap = 20 K = 1.723 meV; W = 100.0 K; gap^2/theta = 100 K
departure of theta: Barrett, fixed-gap band, self-consistent band
 5 K: 9.003e-06; 0.0241; 0.0146 K
 10 K: 2.685e-02; 0.5622; 0.3220 K
 20 K: 1.493e+00; 5.0125; 2.4858 K
anisotropy, 10 K: gap 15 K gives 0.8274 K, gap 25 K gives 0.3855 K
zero-point share of local stiffness = 0.6250
local stiffening multiplies the exponential by 0.7619
quartic Landau coefficient = 8.0e+09 V m^5/C^3 (rough)
equivalent bias at 10 K: 7.096e-05 MV/cm, P = 0.1257 uC/cm2
```
